# Why reflection from an absorbing level vanishes when two widths match

## Question

I have one level at energy $\varepsilon_0$, coupled to one single-channel lead. Without losses I use

$$
S(E)=1-\frac{i\Gamma}{E-\varepsilon_0+i\Gamma/2},
$$

which has $|S|=1$, as it must: whatever comes in goes back out. Now I want the level to absorb, so I replace $\varepsilon_0$ by $\varepsilon_0-i\gamma/2$. I am asked to show that the reflection on resonance vanishes exactly when $\gamma=\Gamma$.

I can put $\gamma=\Gamma$ into the formula and get zero, but I don't trust what I am doing. I would have expected a stronger absorber always to reflect less, so why is there a best value? In a real lead $\Gamma$ depends on energy and the level is shifted; which $\Gamma$ has to be matched? And is the imaginary energy more than a trick, given that it makes the Hamiltonian non-Hermitian?

## Answer

Your substitution is right. All three doubts can be settled with a lead simple enough to solve without approximation, so that the width and the shift come out of the calculation.

### The model and the meaning of $\gamma$

I set $\hbar=1$. The lead is a half-infinite chain of sites $n=1,2,\dots$ with zero site energy and hopping $-t$. The level is site 0, with amplitude $c$, and is joined to site 1 by hopping $-w$. I take $t,w>0$ and $w^2<2t^2$.

For the level on its own, $i\dot c=(\varepsilon_0-i\gamma/2)c$, so

$$
\frac{d|c|^2}{dt'}=c^*\dot c+\dot c^*c=-\gamma|c|^2 ,
$$

where $t'$ is time. Thus $\gamma\ge 0$ is the rate at which population is lost, a full width. If you write the imaginary part as $-i\eta$ instead, then $\gamma=2\eta$, and the matching condition becomes $2\eta=\Gamma$.

At energy $E$ the equations are

$$
\begin{aligned}
(E-\varepsilon_0+i\gamma/2)\,c&=-w\psi_1,\\
E\psi_1&=-wc-t\psi_2,\\
E\psi_n&=-t\psi_{n-1}-t\psi_{n+1}\qquad(n\ge2).
\end{aligned}
$$

The last line is solved by plane waves with $E=-2t\cos k$. For $0<k<\pi$ the velocity $dE/dk=2t\sin k$ is positive, so $e^{ikn}$ moves away from the level and $e^{-ikn}$ moves towards it. The scattering state is therefore

$$
\psi_n=e^{-ikn}+r\,e^{ikn}\qquad(n\ge1),
$$

and the reflection probability is $R=|r|^2$.

### Solving for the reflection amplitude

Continue the plane-wave expression to $n=0$, where its value is $1+r$. Since it obeys the bulk equation everywhere,

$$
E\psi_1=-t(1+r)-t\psi_2 .
$$

Comparing this with the true equation at site 1 gives

$$
wc=t(1+r). \tag{1}
$$

The level equation needs $\psi_1$. Adding and subtracting $e^{ik}$, and then using (1),

$$
\psi_1=e^{-ik}-e^{ik}+(1+r)e^{ik}
=-2i\sin k+\frac{wc}{t}e^{ik}.
$$

Insert this into the level equation and move the term containing $c$ to the left:

$$
\left(E-\varepsilon_0+\frac{i\gamma}{2}+\frac{w^2}{t}e^{ik}\right)c=2iw\sin k .
$$

The new term is the whole effect of the lead on the level. Write it as $(w^2/t)e^{ik}=-\Lambda+i\Gamma/2$. Its real and imaginary parts, with $\cos k=-E/2t$, give

$$
\Lambda(E)=\frac{w^2E}{2t^2},\qquad
\Gamma(E)=\frac{2w^2}{t}\sin k=\frac{2w^2}{t}\sqrt{1-\frac{E^2}{4t^2}} .
$$

So $\Lambda$ shifts the level and $\Gamma$ broadens it. With

$$
D=E-\varepsilon_0-\Lambda+\frac{i}{2}(\Gamma+\gamma),
$$

the level amplitude is $c=2iw\sin k/D$. Equation (1) then gives

$$
r=\frac{wc}{t}-1=-1+\frac{i\Gamma}{D}. \tag{2}
$$

For $w=0$ this is $r=-1$, the reflection from a hard wall at site 0. Your $S$ has that phase removed: $S=-r=1-i\Gamma/D$. If $\Lambda$ is absorbed into the level energy and $\Gamma$ is taken as constant, this is your formula with $\gamma$ added.

### Both directions of the proof

Put (2) over a common denominator. In the numerator, $\tfrac{i}{2}(\Gamma+\gamma)-i\Gamma=-\tfrac{i}{2}(\Gamma-\gamma)$, so

$$
r=-\frac{E-\varepsilon_0-\Lambda-\frac{i}{2}(\Gamma-\gamma)}
{E-\varepsilon_0-\Lambda+\frac{i}{2}(\Gamma+\gamma)},
$$

$$
R=\frac{(E-\varepsilon_0-\Lambda)^2+\frac14(\Gamma-\gamma)^2}
{(E-\varepsilon_0-\Lambda)^2+\frac14(\Gamma+\gamma)^2}. \tag{3}
$$

Inside the band $\Gamma>0$, so the denominator cannot vanish. The numerator is a sum of two squares of real numbers. It is zero if and only if both are zero:

$$
E=\varepsilon_0+\Lambda(E)\qquad\text{and}\qquad \gamma=\Gamma(E). \tag{4}
$$

The first condition defines the resonance energy $E_r$. For this chain it is a linear equation, with the single solution

$$
E_r=\frac{\varepsilon_0}{1-w^2/2t^2}.
$$

It must lie in the band, $|E_r|<2t$, for a propagating wave to exist there. At that energy (3) reduces to

$$
R(E_r)=\left(\frac{\Gamma-\gamma}{\Gamma+\gamma}\right)^2,\qquad \Gamma=\Gamma(E_r).
$$

This is the required result, and it answers your second doubt: the width to be matched is the lead width at the shifted resonance. By (4), no other energy in the band can give zero reflection, whatever the value of $\gamma$.

### Why a stronger absorber can reflect more

Equation (2) describes two waves leaving the end of the chain. One is the wall reflection, of amplitude $-1$. The other has entered the level and come back out, with amplitude $1+r=i\Gamma/D$. On resonance $D=i(\Gamma+\gamma)/2$, so

$$
1+r=\frac{2\Gamma}{\Gamma+\gamma},\qquad
r=\frac{\Gamma-\gamma}{\Gamma+\gamma}.
$$

Without absorption the returned wave has amplitude 2. It overcompensates the wall reflection and leaves $r=+1$. Absorption weakens the returned wave. At $\gamma=\Gamma$ its amplitude is 1 and the two waves cancel. Beyond that, the returned wave is too weak to cancel the wall reflection, and for $\gamma\gg\Gamma$ the wave sees little but the wall:

$$
r\to-1,\qquad R\simeq1-\frac{4\Gamma}{\gamma}.
$$

The same thing can be read from the flux. Subtracting (3) from 1, and using $(\Gamma+\gamma)^2-(\Gamma-\gamma)^2=4\Gamma\gamma$,

$$
1-R=\frac{\Gamma\gamma}{|D|^2}. \tag{5}
$$

The loss rate at the level is $\gamma|c|^2$, and the incident flux is $2t\sin k$ for a wave of unit amplitude. Their ratio is

$$
\frac{\gamma|c|^2}{2t\sin k}
=\frac{\gamma}{2t\sin k}\,\frac{4w^2\sin^2k}{|D|^2}
=\frac{\Gamma\gamma}{|D|^2},
$$

the same as (5). So the missing flux is what the level absorbs. On resonance the loss is proportional to $\gamma|c|^2\propto\gamma/(\Gamma+\gamma)^2$. Raising $\gamma$ increases the loss per unit population but reduces the population. The derivative with respect to $\gamma$ is proportional to $(\Gamma-\gamma)/(\Gamma+\gamma)^3$, which changes sign at $\gamma=\Gamma$.

**Away from resonance** the best absorber is a different one. Fix the energy and write $x=E-\varepsilon_0-\Lambda$. Setting the derivative of (5) with respect to $\gamma$ to zero gives

$$
x^2+\frac{(\Gamma+\gamma)^2}{4}-\frac{\gamma(\Gamma+\gamma)}{2}=0
\quad\Longrightarrow\quad
\gamma^2=\Gamma^2+4x^2 .
$$

With this value $|D|^2=\tfrac14(\gamma^2-\Gamma^2)+\tfrac14(\Gamma+\gamma)^2=\tfrac12\gamma(\gamma+\Gamma)$, and the absorbed fraction is $2\Gamma/(\Gamma+\gamma)$. This is below 1 unless $x=0$. Off resonance, stronger absorption can partly make up for detuning, but it cannot remove the reflection.

**If $\Gamma$ and $\Lambda$ are constant** over the resonance, (5) is a Lorentzian of full width $\Gamma+\gamma$ at half maximum, hence $2\Gamma$ at matching. It is also unchanged when $\Gamma$ and $\gamma$ are exchanged. In this limit a measured curve $R(E)$ cannot tell a weak absorber from a strong one with the two widths interchanged. The sign of $r$ on resonance can: it is positive for $\gamma<\Gamma$ and negative for $\gamma>\Gamma$.

### Where the imaginary energy comes from

Remove $\gamma$ and attach a second chain of the same kind to the level, with hopping $-w_2$. Nothing comes in from it, so its wave is $\phi_m=\tau e^{ikm}$ for $m\ge1$. The argument that led to (1) now gives $w_2c=t\tau$. The level equation gains the term

$$
-w_2\phi_1=-w_2\tau e^{ik}=-\frac{w_2^2}{t}e^{ik}c
$$

on its right-hand side. Moved to the left, it adds $(w_2^2/t)e^{ik}=-\Lambda_2+i\Gamma_2/2$ to the bracket multiplying $c$, so that

$$
D=E-\varepsilon_0-\Lambda-\Lambda_2+\frac{i}{2}(\Gamma+\Gamma_2).
$$

This is the earlier $D$ with $\gamma$ replaced by $\Gamma_2$ and with one more level shift. The full Hamiltonian is Hermitian. The flux that seems to disappear from the first lead is found in the second:

$$
|\tau|^2=\frac{w_2^2|c|^2}{t^2}
=\frac{4w^2w_2^2\sin^2k}{t^2|D|^2}=\frac{\Gamma\Gamma_2}{|D|^2}=1-R .
$$

The two chains have the same velocity, so $|\tau|^2$ is the transmitted fraction. A constant $\gamma$ is thus the description of an exit whose width and level shift both hardly vary over the resonance, with the shift included in $\varepsilon_0$. For $w_2=w$ the widths agree at every energy, and the reflection vanishes at $E=\varepsilon_0+2\Lambda(E)$, provided this lies in the band.

### A worked example

Take the round model values $t=1$ eV, $w=0.2$ eV and $\varepsilon_0=0.3$ eV; they stand for no particular material. Then $w^2/2t^2=0.02$, and

$$
E_r=\frac{0.3}{0.98}=0.3061\ \text{eV},
$$

$$
\Gamma(E_r)=0.08\sqrt{1-(0.3061/2)^2}=0.0791\ \text{eV}.
$$

The lead has moved the level up by 0.0061 eV. The absorption width that removes the reflection is 0.0791 eV. It corresponds to a population lifetime $\hbar/\gamma=8.3$ fs for absorption acting alone.

As a test of (4), the site equations were solved as a linear system, without using $\Lambda$ or $\Gamma$, and a root of $r$ was sought with $E$ and $\gamma$ both free. The search found $E=0.306122$ eV and $\gamma=0.079057$ eV, the values given by the formulas. Solutions of the same system on resonance are:

| $\gamma/\Gamma$ | $1+r$ | $r$ | $R$ |
|---:|---:|---:|---:|
| 0 | 2.000 | 1.000 | 1.000 |
| 0.5 | 1.333 | 0.333 | 0.111 |
| 1 | 1.000 | 0.000 | 0.000 |
| 2 | 0.667 | −0.333 | 0.111 |
| 10 | 0.182 | −0.818 | 0.669 |

Half and twice the matching width reflect equally, with opposite signs of $r$. At ten times the matching width about two thirds of the flux is sent back.

### How well the zero survives

The zero belongs to one energy. A wave packet contains a range of energies, so part of it is reflected even at matching. For a packet centred near $E_r$ with an rms energy spread of 0.033 eV, direct propagation in time gives a reflected probability of 0.118. The average of (3) over the packet's spectrum gives the same number. When the absorber is replaced by a second lead with $w_2=w$, the same packet leaves 0.117 in the first lead and 0.883 in the second, so the flux missing from the first lead is found in the second, as the reading of $\gamma$ as an exit requires. The closeness of 0.117 to 0.118 is partly a cancellation. The second lead moves the zero to $\varepsilon_0/(1-w^2/t^2)=0.3125$ eV, and a packet centred there reflects 0.114, a little less than with a constant $\gamma$, because the shift and width of the second lead vary with energy. Leaving the packet at $E_r$ detunes it and adds about 0.003. The two descriptions agree to a few per cent here.

Suppose next that you match the wrong width, using the band-centre value $2w^2/t=0.0800$ eV. On resonance this leaves

$$
R=\left(\frac{0.080000-0.079057}{0.080000+0.079057}\right)^2\approx3.5\times10^{-5}.
$$

The error is small here because $E_r$ lies close to the band centre compared with the half-bandwidth $2t$. Near a band edge $\Gamma(E)$ tends to zero, and the distinction matters much more.

Temperature can have a much larger effect. Let the extra incident electrons come from a small rise in the chemical potential of a thermal reservoir, with the chemical potential at $E_r$. Their energies are then weighted by $-df/dE$, where $f$ is the Fermi function. Keep $\gamma=\Gamma(E_r)$ and write $\delta=E-E_r$. Because $\Lambda$ is linear in $E$, $E-\varepsilon_0-\Lambda=s\delta$ with $s=1-w^2/2t^2=0.98$. For small $\delta$,

$$
R\simeq\frac{s^2\delta^2}{\Gamma^2}.
$$

The change of $\Gamma$ with energy would add $(\Gamma'/2)^2$ to $s^2$, where $\Gamma'=d\Gamma/dE\approx-0.006$, a relative correction of about $10^{-5}$. The thermal mean of $\delta^2$ follows by one integration by parts, with $y=\delta/k_BT$:

$$
\frac{\langle\delta^2\rangle}{(k_BT)^2}=4\int_0^\infty\frac{y\,dy}{e^y+1}
=4\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.
$$

Hence, for $k_BT\ll\Gamma$,

$$
\langle R\rangle\simeq\frac{\pi^2}{3}\left(\frac{s\,k_BT}{\Gamma}\right)^2 .
$$

At 4 K, $k_BT=0.000345$ eV and this gives $6.0\times10^{-5}$, in agreement with the average of the full expression (3). At 300 K, $k_BT=0.0259$ eV is about a third of $\Gamma$, and the expansion is no longer reliable. The full average is then 0.18. For these widths, held fixed as the temperature changes, matching at room temperature still leaves 18% of the thermally weighted flux reflected.

### When the condition has to be changed

If the absorption width itself depends on energy, (3) still holds at each energy, with any shift from the absorber added to $\Lambda$. The condition is then $\gamma(E)=\Gamma(E)$ at an energy where $E=\varepsilon_0+\Lambda(E)$, with the total shift in $\Lambda$. An absorber with internal structure can give several such energies, and the widths must be compared at each of them. The derivation also assumes one channel, a lossless lead whose end reflects completely when the level is disconnected, and no return of absorbed electrons. If electrons do come back from the absorber without a fixed phase relation to the reflected wave, the flux they send into the lead must be added to the reflected one. If they come back coherently, the amplitudes must be added before squaring. Interaction between electrons is left out; where it matters, one energy and two constant widths may no longer describe the level.

The remaining values are in the numerical output, where $G$, $g$ and $e_0$ stand for $\Gamma$, $\gamma$ and $\varepsilon_0$. The final packet position printed there, 600 sites, is a nominal one, for reflection without any delay at the level. The actual mean position depends on the case: without absorption, the time spent on the level leaves the packet about 70 sites short of it.

## Table of computed values

```
lead hopping t = 1.000 eV
level-lead hopping w = 0.200 eV
bare level energy e0 = 0.300 eV
resonance energy E_r = 0.306122 eV
lead shift at E_r = 0.006122 eV
lead width at E_r, G = 0.079057 eV
lifetime hbar/G = 8.326 fs
root search: E = 0.306122 eV, g = 0.079057 eV
largest error of r formula (no unit) = 3.5e-15
largest error of flux balance (no unit) = 9.9e-16
on resonance (no units): g/G, returned amplitude 1+r, r, R
    0.0   2.00000   1.00000   1.00000
    0.5   1.33333   0.33333   0.11111
    1.0   1.00000   0.00000   0.00000
    2.0   0.66667  -0.33333   0.11111
   10.0   0.18182  -0.81818   0.66942
packet start = 300 sites from level
reflected packet at end = 600 sites from level
packet position spread = 30 sites
packet energy spread = 0.0329 eV
largest probability left on level = 3.1e-10
packets (probabilities): reflected, in second lead, predicted R
  no absorption: 1.000000, 0.000000, 1.000000
  absorption g = G: 0.117914, 0.000000, 0.117914
  absorption g = 3G: 0.278039, 0.000000, 0.278039
  second lead, w2 = 0.15 eV: 0.231046, 0.768954, 0.231046
  second lead, w2 = w: 0.117480, 0.882520, 0.117480
band-centre width 2w^2/t = 0.080000 eV
R at E_r if g = band-centre width (no unit) = 3.51e-05
thermal energy kT at 4 K = 0.000345 eV
thermal energy kT at 300 K = 0.025852 eV
thermal mean R at matching, 4 K (no unit) = 6.005e-05
low-temperature estimate, 4 K (no unit) = 6.006e-05
thermal mean R at matching, 300 K (no unit) = 0.1791
```
